# The de Gennes factor and ordering temperatures of heavy rare-earth metals, part 1

(Sections cited here and not found follow in the second part.)

## Part I. Projecting the spin on the ground multiplet

The metals Gd, Tb, Dy, Ho, Er and Tm order magnetically at roughly 290, 230, 180, 130, 85 and 58 K (rough sizes, two figures). If the size of the ionic moment set the coupling, the ordering temperature would follow $g^2J(J+1)$, which is 63.0 for Gd but 113.3 for Dy and 112.5 for Ho, so the two latter metals would order highest. The ratio $T/g^2J(J+1)$ in fact varies by a factor of 5 along the series. Exchange comes from the Pauli principle and acts on the spin, so the next guess is $S(S+1)$. That formula counts all orientations of a free spin, and, except in Gd, which has no orbital moment, the $4f$ spin is not free: spin–orbit coupling of tenths of an eV locks it to the orbital moment, while $k_BT$ at 290 K is $0.0862\times290=25$ meV. Neither guess describes an interaction that acts on $\mathbf S$ among states labelled by $J$. The missing object is the part of $\mathbf S$ that survives inside the ground multiplet.

### Conventions and assumptions

Angular momenta are in units of $\hbar$. An ion $4f^n$ has total orbital momentum $\mathbf L$, spin $\mathbf S$ and $\mathbf J=\mathbf L+\mathbf S$; its moment is $-\mu_B(\mathbf L+2\mathbf S)$. $P$ projects on the $2J+1$ states of the ground multiplet, and $x=J(J+1)$. The exchange Hamiltonian is
$$H_{\rm ex}=-\tfrac12\sum_{i\ne j}\mathcal J_{ij}\,\mathbf S_i\cdot\mathbf S_j,\qquad \mathcal J(\mathbf q)=\sum_{j}\mathcal J_{ij}\cos\mathbf q\cdot\mathbf R_{ij},$$
so each pair contributes $-\mathcal J_{ij}\mathbf S_i\cdot\mathbf S_j$ once and $\mathcal J>0$ favours parallel spins. The sites form a Bravais lattice, or a stack of identical, evenly spaced layers in which the coupling between two layers depends only on their distance (as in the hcp structure), with $\mathbf q$ along the stacking axis. $\mathbf Q$ is the wavevector at which $\mathcal J(\mathbf q)$ is largest.

(A1) The ions couple through isotropic spin exchange $H_{\rm ex}$.

(A2) The ground level is one multiplet with $J>0$, and the gap $\Delta$ to the next level is large compared with $k_BT$ and with the exchange energy.

(A3) There is no crystal field.

(A4) The exchange is treated in mean field.

(A5) $\mathcal J(\mathbf Q)$ is the same in every metal compared.

### Theorem

(i) For any multiplet with $J>0$, $P\mathbf SP=a\,\mathbf JP$ with $a=g-1$, where $g$ is the Landé factor. In a pure $LS$ term
$$a=\frac{J(J+1)+S(S+1)-L(L+1)}{2J(J+1)}.$$

(ii) The squared projected spin is the de Gennes factor $G=(g-1)^2J(J+1)$. For $J=L+S$, $G=S^2(J+1)/J$.

(iii) Under A1–A4 the paramagnet becomes unstable at $k_BT_{\rm ord}=G\,\mathcal J(\mathbf Q)/3$. Under A1–A3, without mean field, the paramagnetic temperature is $k_B\theta=G\,\mathcal J(0)/3$.

(iv) Under A1–A5, $T_{\rm ord}\propto G$.

Statement (iv) is conditional, and the rough temperatures above do not obey it. Part I proves (i) and (ii) and shows where A1 and A2 come from.

### Lemma 1 (exchange with an $s$-like electron acts on the total spin)

Let one electron occupy a spherical orbital $\varphi$ on the ion and $n$ electrons the $4f$ shell. At fixed occupations their Coulomb interaction is a constant plus $-I\,\mathbf S\cdot\mathbf s$, where $\mathbf s$ is the spin of the electron in $\varphi$.

Proof. For one $f$ electron and the $\varphi$ electron, the matrix element of $e^2/r_{12}$ between determinants is a direct term minus an exchange term. The direct term is the spherical potential of $|\varphi|^2$, the same for all $m$ and both spins, hence a constant. The exchange term is $K_{mm'}$ times the operator that swaps the two spins, with
$$K_{mm'}=\iint f_m^*(1)\varphi(1)\frac{e^2}{r_{12}}\varphi^*(2)f_{m'}(2).$$
Insert $1/r_{12}=\sum_k(r_<^k/r_>^{k+1})P_k(\cos\gamma)$ and the addition theorem $P_k=\frac{4\pi}{2k+1}\sum_qY_{kq}(1)Y_{kq}^*(2)$. The two factors $Y_{00}$ give $1/4\pi$, and orthonormality gives the angular factor
$$\frac1{4\pi}\,\frac{4\pi}{2k+1}\sum_q\delta_{k3}\delta_{qm}\delta_{qm'}=\frac{\delta_{k3}\delta_{mm'}}7 .$$
So $K_{mm'}=K\delta_{mm'}$, with $K$ one seventh of the radial $k=3$ integral. The swap operator is $+1$ on the triplet, where $\mathbf s_1\cdot\mathbf s=\frac14$, and $-1$ on the singlet, where $\mathbf s_1\cdot\mathbf s=-\frac34$; the operator $\frac12+2\,\mathbf s_1\cdot\mathbf s$ has these values and therefore equals it. Since $K$ does not depend on $m$, the sum over the $f$ electrons is $-K\sum_i(\frac12+2\mathbf s_i\cdot\mathbf s)=-Kn/2-2K\,\mathbf S\cdot\mathbf s$, and $I=2K$. ∎

Remark. Direct quadrature over both spheres for $k=0$ to $6$ tests the angular factor and gives 0.142857 at $k=3$. The proof uses the spherical shape of $\varphi$. For a $d$-like conduction orbital $K_{mm'}$ depends on $m$, and terms that involve the orbital state of the shell appear beside $\mathbf S\cdot\mathbf s$. They are left out here, and for real metals A1 is an assumption.

### Lemma 2 (indirect exchange is bilinear in the spins)

Let band electrons on $N$ sites, with energies $\varepsilon_k$ and a non-degenerate unpolarised ground state, couple to the ions by $V=-I\sum_i\mathbf S_i\cdot\mathbf s(i)$. To second order in $I$, two ions at distance $R$ interact by $-\mathcal J(R)\mathbf S_1\cdot\mathbf S_2$ with
$$\mathcal J(R)=\frac{I^2}{N^2}\sum_{k\ {\rm occ}}\ \sum_{k'\ {\rm empty}}\frac{\cos[(k-k')R]}{\varepsilon_{k'}-\varepsilon_k}.$$

Proof. With $\mathbf s=\boldsymbol\sigma/2$ and Bloch amplitudes $e^{ikR_i}/\sqrt N$,
$$\langle k'\sigma'|V|k\sigma\rangle=-\frac I{2N}\sum_ie^{i(k-k')R_i}(\mathbf S_i\cdot\boldsymbol\sigma)_{\sigma'\sigma}.$$
The first-order term is proportional to $\langle\mathbf s(i)\rangle$, which vanishes. In second order $V$ lifts one electron from $k\sigma$ to $k'\sigma'$ and returns it:
$$H^{(2)}=-\frac{I^2}{4N^2}\sum_{k,k'}\sum_{i,j}\frac{e^{i(k'-k)(R_i-R_j)}}{\varepsilon_{k'}-\varepsilon_k}\,{\rm Tr}_\sigma[(\mathbf S_i\cdot\boldsymbol\sigma)(\mathbf S_j\cdot\boldsymbol\sigma)].$$
Because ${\rm Tr}\,\sigma_\alpha\sigma_\beta=2\delta_{\alpha\beta}$, the trace is $2\,\mathbf S_i\cdot\mathbf S_j$. The terms $i=j$ are scalars of one ion and shift its level. The terms $(1,2)$ and $(2,1)$ carry the same operator, as spins of different ions commute, and their phases add to $2\cos[(k-k')R]$. The prefactor is $\frac14\cdot2\cdot2=1$. ∎

Remark. The denominators contain no ionic energy. Between ground-multiplet states this costs nothing: in a cross term each ion is acted on once, so it must already be in the ground multiplet in the intermediate state. For matrix elements that change $J$, the use of the same $\mathcal J$ is a static approximation. A test on a half-filled ring of ten sites with hopping $t$, two classical unit spins and $I=0.02\,t$ compares the formula with the diagonalised band energy at several angles. Both give $\mathcal J/I^2=-0.0363$, $+0.0070$ and $-0.0180$ per $t$ at $R=1,2,3$. In this ring the sign changes with distance; this matters because, if all $\mathcal J_{ij}\ge0$, the bound $\cos\mathbf q\cdot\mathbf R_{ij}\le1$ puts the maximum of $\mathcal J(\mathbf q)$ at $\mathbf q=0$, so a maximum elsewhere needs some negative couplings. The size and shape of $\mathcal J$ depend on $I$ and on the bands, so A5 holds if both stay fixed along the series, and otherwise only by compensation.

### Lemma 3 (projection of a vector operator)

Let $[J_\alpha,V_\beta]=i\epsilon_{\alpha\beta\gamma}V_\gamma$, and let $P$ project on one multiplet with $J>0$. Then $P\mathbf VP=a\mathbf JP$, where $a\,x$ is the value of $\mathbf J\cdot\mathbf V$ on the multiplet.

Proof. Repeated indices are summed. $P$ commutes with $\mathbf J$, so $\mathbf W=P\mathbf VP$ obeys the same commutation rule and acts inside the multiplet, where $\mathbf J^2=x$ is a number. Hence
$$0=[\mathbf J^2,W_\beta]=J_\alpha[J_\alpha,W_\beta]+[J_\alpha,W_\beta]J_\alpha=i\epsilon_{\alpha\beta\gamma}(J_\alpha W_\gamma+W_\gamma J_\alpha).$$
Reorder the last product, $W_\gamma J_\alpha=J_\alpha W_\gamma-i\epsilon_{\alpha\gamma\delta}W_\delta$, and use $\epsilon_{\alpha\beta\gamma}\epsilon_{\alpha\gamma\delta}=-2\delta_{\beta\delta}$:
$$0=2i\epsilon_{\alpha\beta\gamma}J_\alpha W_\gamma+i(-i)(-2)W_\beta=-2i(\mathbf J\times\mathbf W)_\beta-2W_\beta .$$
The last step uses $(\mathbf J\times\mathbf W)_\beta=\epsilon_{\beta\alpha\gamma}J_\alpha W_\gamma=-\epsilon_{\alpha\beta\gamma}J_\alpha W_\gamma$. Thus $\mathbf J\times\mathbf W=i\mathbf W$. Applying $\mathbf J\times$ once more gives $\mathbf J\times(\mathbf J\times\mathbf W)=i\cdot i\mathbf W=-\mathbf W$. The same double product, expanded with the operator order kept, is
$$\epsilon_{\alpha\beta\gamma}\epsilon_{\gamma\mu\nu}J_\beta J_\mu W_\nu=J_\beta J_\alpha W_\beta-\mathbf J^2W_\alpha .$$
In the first term $J_\beta J_\alpha=J_\alpha J_\beta+i\epsilon_{\beta\alpha\gamma}J_\gamma$ and $\epsilon_{\beta\alpha\gamma}=\epsilon_{\alpha\gamma\beta}$, so
$$J_\beta J_\alpha W_\beta=J_\alpha(\mathbf J\cdot\mathbf W)+i(\mathbf J\times\mathbf W)_\alpha=J_\alpha(\mathbf J\cdot\mathbf W)-W_\alpha .$$
Equating the two forms, $J_\alpha(\mathbf J\cdot\mathbf W)-W_\alpha-xW_\alpha=-W_\alpha$, that is $x\mathbf W=\mathbf J(\mathbf J\cdot\mathbf W)$. It remains to show that $\mathbf J\cdot\mathbf W$ is a number. Its commutator with $J_\alpha$ is $i\epsilon_{\alpha\beta\gamma}(J_\gamma W_\beta+J_\beta W_\gamma)=0$, because the bracket is symmetric in $\beta,\gamma$. An operator that commutes with $J_z$ is diagonal in $|M\rangle$, since each $M$ occurs once; commuting with $J_+$, whose elements between neighbouring $M$ are non-zero, forces the diagonal entries to be equal. ∎

Remark. In the vector picture $\mathbf V$ precesses about $\mathbf J$, and its component along $\mathbf J$ is what remains. For $J=0$ the multiplet is a single invariant state, $P\mathbf VP=0$, and $a$ has no meaning.

### Lemma 4 (ground multiplet and gap for $n\ge7$)

Take the Hund term, with the largest $S$ and then the largest $L$, as the lowest term, and the spin–orbit coupling $\zeta\sum_i\mathbf l_i\cdot\mathbf s_i$ to first order. For $7<n<14$ the ground level has $J=L+S$ and the gap to $J-1$ is $\Delta=\zeta J/2S$.

Proof. The term is a product of an orbital and a spin multiplet. The operator $\sum_il_{i\alpha}s_{i\beta}$ is a vector under $\mathbf L$ in $\alpha$, so Lemma 3 in the orbital space makes it $L_\alpha W_\beta$ with $W_\beta$ acting on spin; $W_\beta$ is a vector under $\mathbf S$, so it is a multiple of $S_\beta$. The coupling is therefore $\lambda\mathbf L\cdot\mathbf S$. To find $\lambda$, take the state $M_L=L$, $M_S=S$, a single determinant with seven spin-up electrons filling $m=-3,\dots,3$ and $n-7$ spin-down electrons in $m=3,2,\dots$. Thus $S=(14-n)/2$, and $L$ is the sum of the spin-down $m$. The ladder parts of $\mathbf l\cdot\mathbf s$ have no diagonal element, so the energy is $\zeta[\frac12\cdot0-\frac12L]$. Setting this equal to $\lambda LS$ gives $\lambda=-\zeta/2S$. From $2\mathbf L\cdot\mathbf S=\mathbf J^2-\mathbf L^2-\mathbf S^2$ the levels are $E_J=\frac\lambda2J(J+1)$ plus a constant. With $\lambda<0$ the largest $J$ is lowest, and $E_{J-1}-E_J=\frac\lambda2[(J-1)J-J(J+1)]=-\lambda J$. ∎

For Gd, $n=7$, $L=0$ and $J=S=7/2$; the term is a single multiplet.

### Proof of (i)

$\mathbf S$ is a vector under $\mathbf J$, since $[J_\alpha,S_\beta]=[S_\alpha,S_\beta]$. Lemma 3 gives $P\mathbf SP=a\mathbf JP$. Squaring $\mathbf L=\mathbf J-\mathbf S$ gives $\mathbf L^2=\mathbf J^2-2\mathbf J\cdot\mathbf S+\mathbf S^2$, where $\mathbf S\cdot\mathbf J=\mathbf J\cdot\mathbf S$ because like components commute. In a pure term $\mathbf J\cdot\mathbf S=\frac12[x+S(S+1)-L(L+1)]$, and division by $x$ gives $a$. The Landé factor is defined by $P(\mathbf L+2\mathbf S)P=g\mathbf JP$. Since $\mathbf L+2\mathbf S=\mathbf J+\mathbf S$, $g=1+a$, whether or not $L$ and $S$ are sharp. ∎

Remark. With the electron factor $g_e=2.002319$ in place of 2, $\mathbf L+g_e\mathbf S=\mathbf J+(g_e-1)\mathbf S$ and $g=1+(g_e-1)a$; for Tb this is 1.5012 against 1.5000. The exchange needs $a$, so the precise factor is $(g-1)/(g_e-1)$. Below, $g-1$ means $a$.

### Proof of (ii), and the weight that leaves the multiplet

By (i), $(P\mathbf SP)\cdot(P\mathbf SP)=a^2\mathbf J^2P=GP$. For $J=L+S$ put $L=J-S$, so that $L(L+1)=J^2-2JS+S^2+J-S$. The numerator of $a$ becomes $2JS+2S=2S(J+1)$, so $a=S/J$ and $G=S^2(J+1)/J$. ∎

Lemma 5. For $J=L+S$, $S(S+1)-G=SL/J$, and all of this weight lies in the multiplet $J-1$.

Proof. $\mathbf S$ commutes with $\mathbf L$ and $\mathbf S^2$ and so stays in the term. Insert its multiplet projectors $P_{J'}$ into $P\mathbf S\cdot\mathbf SP=S(S+1)P$:
$$S(S+1)P=GP+\sum_{J'<J}PS_\alpha P_{J'}S_\alpha P .$$
The sum equals $S(S+1)-S^2-S^2/J=S(J-S)/J=SL/J$. Each term commutes with $\mathbf J$, so it is a number and may be evaluated in the state $M=J$, which is $|M_L=L,M_S=S\rangle$. There $S_+$ gives zero, $S_z$ returns the state, and $S_-$ gives a state with $M=J-1$, a value that among the multiplets of the term occurs in $J$ and $J-1$ and no lower one. ∎

Remark. For $L=0$, $a=1$ and $G=S(S+1)$. For $L>0$, $G<S(S+1)$: Tb has $G=9\cdot7/6=10.5$ against 12, with $SL/J=1.5$, and Tm has $G=7/6=1.167$ against 2, with 0.833. For $J=L-S$, the ground level of a less than half filled shell, the same algebra with $L=J+S$ gives the numerator $-2JS$ and $a=-S/(J+1)$; the spin points against $\mathbf J$. Two different ions couple through $a_1a_2\mathbf J_1\cdot\mathbf J_2$, so the sign of $a$ matters there, while for like ions it drops out.

### Tests and intermediate coupling

Explicit projectors in the product space of $L$ and $S$ test $P\mathbf SP=a\mathbf JP$ as a matrix identity for every multiplet of the seven Hund terms from Gd to Yb, and traces of these matrices test $G$ and $SL/J$. A second test assumes neither Hund's rules nor $LS$ coupling. The Coulomb and spin–orbit Hamiltonian of the $4f^n$ shell is diagonalised among all determinants of given $M$, with Slater integrals $F^2,F^4,F^6=12,8,6$ eV. These, like $\zeta=0.25$ eV below, are rough typical sizes used for all ions; the model leaves out other configurations and the variation of the parameters along the series. For very small $\zeta$ it reproduces the ground $J$, the value $a=S/J$ and the gap $\zeta J/2S$.

At $\zeta=0.25$ eV other terms mix into the ground level. The Hamiltonian is still invariant under rotations, so Lemma 3 applies: $\langle S_z\rangle/M$ is found equal in the blocks of different $M$ examined, and the ground $J$ is unchanged. The value of $a$ falls, for Ho from 0.2500 to 0.2412. Relative to its $LS$ value $G$ drops by 2.6% (Gd, 15.75 to 15.34), 4.1% (Tb), 6.0% (Dy), 6.9% (Ho), 3.4% (Er) and 1.3% (Tm). Yb, with one hole, has a single term and is unchanged. The lowest excitation is 0.30, 0.46, 0.59 and 0.68 eV for Tb to Er, above the first-order gaps 0.25, 0.375, 0.50 and 0.625 eV. For Tm it is 0.63 eV, below the first-order 0.75 eV; this level has $J=4$ and mostly $L=3$, so it derives from another term, while the $J=5$ level of the Hund term lies at about 0.77 eV. In this model the smallest gap is twelve times the 25 meV of the highest ordering temperature, which supports A2. The digits depend on the common parameters. With ion-specific values ($\zeta$ rising from about 0.19 eV for Gd to 0.33 eV for Tm, $F^2$ from about 10.6 to 12.4 eV) the drops of $G$ move by up to 0.9 points, to 1.7, 3.1, 5.4, 7.2, 4.2 and 1.9%. The lowest excitations for Tb to Tm become 0.25, 0.43, 0.63, 0.81 and 0.64 eV, and the $J=5$ level of Tm rises to about 1.0 eV. The smallest gap is then ten times 25 meV.

## Part II. Ordering temperatures and the failure of strict scaling

From Part I: $P$ projects on the ground multiplet, $x=J(J+1)$, $P\mathbf SP=a\mathbf JP$ with $a=g-1$, and $G=a^2x$. For the heavy ions $J=L+S$, $a=S/J$, the spin–orbit coupling is $\lambda\mathbf L\cdot\mathbf S$ with gap $\Delta=\zeta J/2S$ to $J-1$, and the weight $S(S+1)-G=SL/J$ lies in that multiplet. The exchange is $-\frac12\sum_{i\ne j}\mathcal J_{ij}\mathbf S_i\cdot\mathbf S_j$, with transform $\mathcal J(\mathbf q)$ largest at $\mathbf Q$. The assumptions are A1 isotropic spin exchange, A2 isolated multiplet, A3 no crystal field, A4 mean field, A5 constant $\mathcal J(\mathbf Q)$. Write $\beta=1/k_BT$, and $\langle\cdot\rangle_0$ for the equal-weight average over the ground multiplets; $\langle J_\alpha\rangle_0=0$ and, by isotropy, $\langle J_\alpha J_\beta\rangle_0=\delta_{\alpha\beta}\,x/3$.

### Lemma 6 (projected exchange)

Under A1 and A2, to first order in $\mathcal J$, the exchange is $H=-\frac12a^2\sum_{i\ne j}\mathcal J_{ij}\mathbf J_i\cdot\mathbf J_j$, and a pair has levels $-\frac12a^2\mathcal J[K(K+1)-2x]$ with $K=0,\dots,2J$.

Proof. Degenerate perturbation theory keeps the exchange between projectors $\prod_iP_i$. Operators of different ions commute, so $P_iP_j\mathbf S_i\cdot\mathbf S_jP_iP_j=(P_i\mathbf S_iP_i)\cdot(P_j\mathbf S_jP_j)=a^2\mathbf J_i\cdot\mathbf J_jP_iP_j$. For a pair, $\mathbf K=\mathbf J_1+\mathbf J_2$ gives $2\mathbf J_1\cdot\mathbf J_2=K(K+1)-2x$. ∎

A pair of Tm ions with $\mathcal J=0.05$ meV, diagonalised in the product of the two full terms, tests this level by level. The width is $\frac12\cdot\frac1{36}\cdot0.05\cdot12\cdot13=0.10833$ meV, equal to the diagonalised width in all printed digits.

Statements (i) and (ii) are now proved, and Lemma 6 has reduced the exchange to a coupling $a^2\mathcal J_{ij}$ between the total momenta $\mathbf J_i$. It remains to prove (iii) and (iv), to relax A2 and A3, and to compare the result with the rough temperatures of the metals from Gd to Tm.

Numbers in the example were calculated in double precision.
